# Relaxing a coherent random SiGe film in the Keating model: verification in Python

```python
# RESULT UNDER TEST: a coherent random SiGe film in the Keating model follows
# p^2 = a0^2 [1 - (2 C12/C11)(l^2/a0^2 - 1)], exactly for a pure crystal and
# closely for the alloy. l, p: in-plane and normal lattice parameters;
# a0: stress-free parameter; C11 = (alpha+3 beta)/a0, C12 = (alpha-beta)/a0.
# Lengths nm, force constants N/m, stress GPa; energy unit N/m nm^2 = 1e-18 J.
import numpy as np
import scipy.sparse as sp
from scipy import constants
from scipy.optimize import least_squares

# Rounded typical material inputs, ordered Si, Ge
LATTICE = (0.5431, 0.5658)
ALPHA = (48.5, 38.7)
BETA = (13.8, 11.4)
X_GE = 0.30
CELLS = 5
SAMPLES = 4
MEV = 1e-18 / constants.e * 1000


def mix(pair, fraction):
    return pair[0] + fraction * (pair[1] - pair[0])


# Diamond network in integer coordinates of one quarter lattice parameter
period = 4 * CELLS
fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
origins = np.array([[i, j, k] for i in range(CELLS)
                    for j in range(CELLS) for k in range(CELLS)]) * 4
sites_a = (origins[:, None, :] + fcc[None, :, :]).reshape(-1, 3)
sites_b = (sites_a + 1) % period
half = len(sites_a)
atoms = 2 * half
sites = np.vstack([sites_a, sites_b])
lookup = {tuple(s): half + i for i, s in enumerate(sites_b.tolist())}
directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
bond_a = np.repeat(np.arange(half), 4)
bond_dir = np.tile(directions, (half, 1))
ends = (sites_a[bond_a] + bond_dir) % period
bond_b = np.array([lookup[tuple(s)] for s in ends.tolist()])
bonds = len(bond_a)
stars = np.vstack([np.arange(bonds).reshape(half, 4),
                   np.argsort(bond_b, kind="stable").reshape(half, 4)])
pair_i, pair_j = np.triu_indices(4, 1)
angle_1 = stars[:, pair_i].ravel()
angle_2 = stars[:, pair_j].ravel()
first = np.concatenate([np.arange(bonds), angle_1])
second = np.concatenate([np.arange(bonds), angle_2])

# Unknown vector: ux, uy, uz of all atoms, then l and p
L_INDEX, P_INDEX = 3 * atoms, 3 * atoms + 1
size = 3 * atoms + 2
BOND = []
for c in range(3):
    row = np.arange(bonds)
    cell_column = np.full(bonds, P_INDEX if c == 2 else L_INDEX)
    columns = np.concatenate([c * atoms + bond_b, c * atoms + bond_a,
                              cell_column])
    values = np.concatenate([np.ones(bonds), -np.ones(bonds),
                             bond_dir[:, c] / 4])
    BOND.append(sp.csr_matrix((values, (np.tile(row, 3), columns)),
                              shape=(bonds, size)))
FIRST = [op[first] for op in BOND]
SECOND = [op[second] for op in BOND]


def springs(species, alpha=ALPHA, beta=BETA):
    fraction = (species[bond_a] + species[bond_b]) / 2
    d = np.sqrt(3) / 4 * mix(LATTICE, fraction)
    al, be = mix(alpha, fraction), mix(beta, fraction)
    dd = d[angle_1] * d[angle_2]
    weight = np.concatenate([0.75 * al / d**2,
                             0.375 * (be[angle_1] + be[angle_2]) / dd])
    return weight, np.concatenate([d**2, -dd / 3])


def residual(y, spring):
    b1 = [op @ y for op in FIRST]
    b2 = [op @ y for op in SECOND]
    return b1, b2, sum(u * v for u, v in zip(b1, b2)) - spring[1]


def energy(y, spring):
    return 0.5 * np.sum(spring[0] * residual(y, spring)[2]**2)


def derivatives(y, spring):
    b1, b2, q = residual(y, spring)
    tension = spring[0] * q
    jac = sum(sp.diags(b2[c]) @ FIRST[c] + sp.diags(b1[c]) @ SECOND[c]
              for c in range(3)).tocsr()
    hess = jac.T @ sp.diags(spring[0]) @ jac
    for c in range(3):
        part = FIRST[c].T @ sp.diags(tension) @ SECOND[c]
        hess = hess + part + part.T
    return jac.T @ tension, hess.tocsr()


def conjugate_gradient(matrix, rhs):
    diagonal = matrix.diagonal()
    x, r = np.zeros_like(rhs), rhs.copy()
    z = r / diagonal
    s, rz = z.copy(), r @ z
    target = 1e-6 * np.linalg.norm(rhs)
    for _ in range(5000):
        ms = matrix @ s
        curvature = s @ ms
        assert curvature > 0, "energy surface is not convex here"
        step = rz / curvature
        x += step * s
        r -= step * ms
        if np.linalg.norm(r) < target:
            return x
        z = r / diagonal
        new = r @ z
        s, rz = z + new / rz * s, new
    raise AssertionError("linear solver did not converge")


def relax(start, spring, l_fixed=None):
    y = start.copy()
    free = np.ones(size, dtype=bool)
    free[[0, atoms, 2 * atoms]] = False
    if l_fixed is not None:
        y[L_INDEX] = l_fixed
        free[L_INDEX] = False
    index = np.flatnonzero(free)
    history = []
    for _ in range(25):
        grad, hess = derivatives(y, spring)
        history.append(np.max(np.abs(grad[index])))
        if history[-1] < 1e-9:
            return y, grad, history
        y[index] -= conjugate_gradient(hess[index][:, index], grad[index])
    raise AssertionError("Newton iteration did not converge")


def uniform(l, p):
    y = np.zeros(size)
    y[L_INDEX], y[P_INDEX] = l, p
    return y


def elastic(alpha, beta, a0):
    c11, c12 = (alpha + 3 * beta) / a0, (alpha - beta) / a0
    return c11, c12, c11 + c12 - 2 * c12**2 / c11


def normal_parameter(a0, l, ratio):
    return a0 * np.sqrt(1 - ratio * (l**2 / a0**2 - 1))


def energy_by_search(y, species):
    # Energy rebuilt from positions by a nearest-neighbour search
    box = CELLS * np.array([y[L_INDEX], y[L_INDEX], y[P_INDEX]])
    position = sites / period * box + y[:3 * atoms].reshape(3, atoms).T
    vectors = position[None, :, :] - position[:, None, :]
    vectors -= box * np.round(vectors / box)
    distance2 = np.sum(vectors**2, axis=2)
    np.fill_diagonal(distance2, np.inf)
    near = np.argsort(distance2, axis=1)[:, :4]
    total = 0.0
    for i in range(atoms):
        r = vectors[i, near[i]]
        f = (species[i] + species[near[i]]) / 2
        d = np.sqrt(3) / 4 * mix(LATTICE, f)
        al, be = mix(ALPHA, f), mix(BETA, f)
        total += 0.5 * np.sum(3 * al / (8 * d**2)
                              * (np.sum(r**2, axis=1) - d**2)**2)
        for j in range(4):
            for k in range(j):
                dd = d[j] * d[k]
                total += (3 * (be[j] + be[k]) / (16 * dd)
                          * (r[j] @ r[k] + dd / 3)**2)
    return total


a_si, a_ge = LATTICE

# Elastic constants from energy differences of the pure silicon crystal
silicon = springs(np.zeros(atoms))
e = 1e-3
volume = (CELLS * a_si)**3


def strained(e_l, e_p):
    return energy(uniform(a_si * (1 + e_l), a_si * (1 + e_p)), silicon)


c11_num = (strained(0, e) + strained(0, -e) - 2 * strained(0, 0)) \
    / (e**2 * volume)
c12_num = (strained(e, e) + strained(-e, -e) - strained(e, -e)
           - strained(-e, e)) / (8 * e**2 * volume)
c11_si, c12_si, _ = elastic(ALPHA[0], BETA[0], a_si)
assert abs(c11_num / c11_si - 1) < 1e-4
assert abs(c12_num / c12_si - 1) < 1e-4

# Pure germanium on silicon: exact finite-strain law
ge_film, _, _ = relax(uniform(a_si, a_ge), springs(np.ones(atoms)), a_si)
c11_ge, c12_ge, _ = elastic(ALPHA[1], BETA[1], a_ge)
ge_exact = normal_parameter(a_ge, a_si, 2 * c12_ge / c11_ge)
ge_linear = a_ge * (1 - 2 * c12_ge / c11_ge * (a_si / a_ge - 1))
assert abs(ge_film[P_INDEX] - ge_exact) < 1e-9
assert np.max(np.abs(ge_film[:3 * atoms])) < 1e-9

# Random alloy samples
a_vegard = mix(LATTICE, X_GE)
alpha_mean, beta_mean = mix(ALPHA, X_GE), mix(BETA, X_GE)
rows, bond_rows = [], []
for seed in range(SAMPLES):
    rng = np.random.default_rng(100 + seed)
    species = np.zeros(atoms)
    species[rng.permutation(atoms)[:round(X_GE * atoms)]] = 1
    spring = springs(species)
    start = uniform(a_vegard, a_vegard)
    if seed == 0:
        trial = start.copy()
        trial[:3 * atoms] = 0.003 * rng.standard_normal(3 * atoms)
        v = rng.standard_normal(size)
        v /= np.linalg.norm(v)
        h = 1e-4
        grad, hess = derivatives(trial, spring)
        slope = (energy(trial + h * v, spring)
                 - energy(trial - h * v, spring)) / (2 * h)
        change = (derivatives(trial + h * v, spring)[0]
                  - derivatives(trial - h * v, spring)[0]) / (2 * h)
        assert abs(slope - grad @ v) < 1e-5 * np.linalg.norm(grad)
        assert np.linalg.norm(change - hess @ v) \
            < 1e-5 * np.linalg.norm(change)
    free_state, _, _ = relax(start, spring)
    l0, p0 = free_state[L_INDEX], free_state[P_INDEX]
    plus, _, _ = relax(free_state, spring, l0 * 1.002)
    minus, _, _ = relax(free_state, spring, l0 * 0.998)
    k = -(plus[P_INDEX]**2 - minus[P_INDEX]**2) \
        / (plus[L_INDEX]**2 - minus[L_INDEX]**2)
    film_start = uniform(a_si, a_vegard)
    film, film_grad, history = relax(film_start, spring, a_si)
    if seed == 0:
        newton_history = history
        searched = energy_by_search(film, species)
        assert abs(searched / energy(film, spring) - 1) < 1e-9
    p = film[P_INDEX]
    p_square = np.sqrt(p0**2 - k * (a_si**2 - l0**2))
    p_linear = p0 - k * l0 / p0 * (a_si - l0)
    stress = film_grad[L_INDEX] / (2 * CELLS**3 * a_si * p)
    stored = (energy(film, spring) - energy(free_state, spring)) / atoms
    unrelaxed = energy(uniform(a_si, p), spring) / atoms
    equal = springs(species, (alpha_mean,) * 2, (beta_mean,) * 2)
    control, _, _ = relax(free_state, equal)
    a_free = (l0**2 * p0)**(1 / 3)
    a_equal = (control[L_INDEX]**2 * control[P_INDEX])**(1 / 3)
    rows.append([a_free, p, k * l0**2 / p0**2, p_square, p_linear,
                 stress, stored, unrelaxed, energy(film, spring) / atoms,
                 a_equal, l0 - p0])
    length = np.sqrt(sum((op @ film)**2 for op in BOND))
    kind = species[bond_a] + species[bond_b]
    bond_rows.append([length[kind == n].mean() for n in range(3)])

rows = np.array(rows)
(a_free, p_film, ratio_alloy, p_square, p_linear, stress, stored,
 unrelaxed, film_energy, a_equal, anisotropy) = rows.mean(axis=0)
bond_film = np.mean(bond_rows, axis=0)
distortion = p_film / a_si - 1
sampling = rows[:, 1].std(ddof=1) / np.sqrt(SAMPLES) / a_si
error_square = np.mean(np.abs(rows[:, 3] - rows[:, 1]))
error_linear = np.mean(np.abs(rows[:, 4] - rows[:, 1]))
assert error_square < 0.3 * error_linear

# Continuum predictions with composition-averaged force constants
c11, c12, biaxial = elastic(alpha_mean, beta_mean, a_free)
ratio_mean = 2 * c12 / c11
t_cell = normal_parameter(a_free, a_si, ratio_mean) / a_si - 1
t_vegard = normal_parameter(a_vegard, a_si, ratio_mean) / a_si - 1
t_simple = a_vegard * (1 - ratio_mean * (a_si / a_vegard - 1)) / a_si - 1
assert abs(ratio_alloy / ratio_mean - 1) < 0.03
assert abs(t_cell / distortion - 1) < 0.02
assert abs(t_vegard / distortion - 1) < 0.10
assert np.all(rows[:, 0] < rows[:, 9])

misfit = a_si / a_free - 1
eta = (a_si**2 / a_free**2 - 1) / 2
stress_continuum = biaxial * eta * a_free / p_film
stored_continuum = a_free**3 / 8 * biaxial * eta**2
assert abs(stress_continuum / stress - 1) < 0.04
assert abs(stored_continuum / stored - 1) < 0.05

# Homogeneous slab with free, unreconstructed surfaces: layer spacings only
layers = 40
d2 = 3 * a_vegard**2 / 16


def slab_residual(s):
    stretch = np.sqrt(2 * alpha_mean) * (a_si**2 / 8 + s**2 - d2)
    same_side = np.sqrt(2 * beta_mean) * (s**2 - a_si**2 / 8 + d2 / 3)
    across = np.sqrt(4 * beta_mean) * (d2 / 3 - s[1:] * s[:-1])
    return np.concatenate([stretch, same_side, across]) / np.sqrt(d2)


slab = least_squares(slab_residual, np.full(layers - 1, a_vegard / 4),
                     xtol=1e-14, ftol=1e-14, gtol=1e-14).x
p_bulk = normal_parameter(a_vegard, a_si, ratio_mean)
assert abs(4 * slab[layers // 2] - p_bulk) < 1e-6
surface_change = slab / (p_bulk / 4) - 1
thickness_change = np.sum(slab - p_bulk / 4)

# Rough thermal and dislocation estimates
expansion_si, expansion_ge, heating = 2.6e-6, 5.9e-6, 600.0
thermal = X_GE * (expansion_ge - expansion_si) * heating
burgers = a_si / np.sqrt(2)
poisson = c12 / (c11 + c12)
shear = (c11 - c12) / 2
line = shear * burgers**2 * (1 - poisson / 4) / (4 * np.pi * (1 - poisson))
glide = biaxial * abs(eta) * burgers / 2
critical = 20.0
for _ in range(200):
    critical = line / glide * (np.log(critical / burgers) + 1)
assert abs(glide * critical
           - line * (np.log(critical / burgers) + 1)) < 1e-9

print(f"Input lattice parameters Si, Ge: {a_si:.4f}, {a_ge:.4f} nm")
print(f"Input alpha Si, Ge: {ALPHA[0]:.1f}, {ALPHA[1]:.1f} N/m")
print(f"Input beta Si, Ge: {BETA[0]:.1f}, {BETA[1]:.1f} N/m")
print(f"Ge fraction: {X_GE:.2f}; atoms per cell: {atoms}")
print(f"Random samples: {SAMPLES}; cell width: {CELLS*a_si:.3f} nm")
print(f"Si C11 from energy, formula: {c11_num:.3f}, {c11_si:.3f} GPa")
print(f"Si C12 from energy, formula: {c12_num:.3f}, {c12_si:.3f} GPa")
print(f"Ge on Si, relaxed p: {ge_film[P_INDEX]:.7f} nm")
print(f"Ge on Si, squared-length law: {ge_exact:.7f} nm")
print(f"Ge on Si, linear law: {ge_linear:.7f} nm")
print("Largest gradient component before each Newton step (nN):")
print("  " + ", ".join(f"{g:.1e}" for g in newton_history))
print(f"Interpolated alloy parameter: {a_vegard:.6f} nm")
print(f"Mean alpha, beta: {alpha_mean:.2f}, {beta_mean:.2f} N/m")
print(f"Relaxed free alloy parameter: {a_free:.6f} nm")
print(f"Same, equal force constants: {a_equal:.6f} nm")
print(f"Mean free-cell l0 - p0: {anisotropy:.2e} nm")
print(f"In-plane misfit strain: {100*misfit:.4f} %")
print(f"Film normal parameter p: {p_film:.6f} nm")
print(f"Film distortion p/l - 1: {100*distortion:.4f} %")
print(f"Standard error of distortion: {100*sampling:.4f} %-points")
print(f"2C12/C11 from alloy response: {ratio_alloy:.5f}")
print(f"2C12/C11 from mean constants: {ratio_mean:.5f}")
print(f"p, squared law with alloy response: {p_square:.6f} nm")
print(f"p, linear law with alloy response: {p_linear:.6f} nm")
print(f"Mean error, squared law: {error_square:.2e} nm")
print(f"Mean error, linear law: {error_linear:.2e} nm")
print(f"Distortion, free alloy + mean constants: {100*t_cell:.4f} %")
print(f"Distortion, interpolated a0, squared law: {100*t_vegard:.4f} %")
print(f"Distortion, interpolated a0, linear law: {100*t_simple:.4f} %")
for n, name in enumerate(("Si-Si", "Si-Ge", "Ge-Ge")):
    natural = np.sqrt(3) / 4 * mix(LATTICE, n / 2)
    print(f"{name} natural, film mean: {natural:.5f}, {bond_film[n]:.5f} nm")
print(f"Mean alloy C11, C12: {c11:.2f}, {c12:.2f} GPa")
print(f"Biaxial modulus: {biaxial:.2f} GPa")
print(f"In-plane stress, atoms: {stress:.4f} GPa")
print(f"In-plane stress, continuum: {stress_continuum:.4f} GPa")
print(f"Coherency energy, atoms: {stored*MEV:.4f} meV/atom")
print(f"Coherency energy, continuum: {stored_continuum*MEV:.4f} meV/atom")
print(f"Film energy, unrelaxed sites: {unrelaxed*MEV:.3f} meV/atom")
print(f"Film energy, relaxed sites: {film_energy*MEV:.3f} meV/atom")
print(f"Slab layers: {layers}; bulk spacing: {p_bulk/4:.6f} nm")
print(f"Outermost spacing change: {100*surface_change[0]:.4f} %")
print(f"Second spacing change: {100*surface_change[1]:.4f} %")
print(f"Slab thickness change, both faces: {thickness_change:.2e} nm")
print(f"Rough expansion Si: {expansion_si:.1e} per K")
print(f"Rough expansion Ge: {expansion_ge:.1e} per K")
print(f"Heating above room temperature: {heating:.0f} K")
print(f"Thermal change of misfit: {100*thermal:.4f} %-points")
print(f"Thermal change / misfit: {100*thermal/abs(misfit):.2f} %")
print(f"Burgers vector length: {burgers:.4f} nm")
print(f"Isotropic shear modulus: {shear:.2f} GPa")
print(f"Isotropic Poisson ratio: {poisson:.4f}")
print(f"Estimated dislocation thickness: {critical:.2f} nm")
print("checks complete")
```

Output:

```
Input lattice parameters Si, Ge: 0.5431, 0.5658 nm
Input alpha Si, Ge: 48.5, 38.7 N/m
Input beta Si, Ge: 13.8, 11.4 N/m
Ge fraction: 0.30; atoms per cell: 1000
Random samples: 4; cell width: 2.716 nm
Si C11 from energy, formula: 165.531, 165.531 GPa
Si C12 from energy, formula: 63.892, 63.892 GPa
Ge on Si, relaxed p: 0.5822223 nm
Ge on Si, squared-length law: 0.5822223 nm
Ge on Si, linear law: 0.5828016 nm
Largest gradient component before each Newton step (nN):
  4.3e+01, 2.8e+00, 4.5e-03, 2.4e-08, 5.6e-13
Interpolated alloy parameter: 0.549910 nm
Mean alpha, beta: 45.56, 13.08 N/m
Relaxed free alloy parameter: 0.549636 nm
Same, equal force constants: 0.549824 nm
Mean free-cell l0 - p0: 6.98e-07 nm
In-plane misfit strain: -1.1892 %
Film normal parameter p: 0.554586 nm
Film distortion p/l - 1: 2.1149 %
Standard error of distortion: 0.0012 %-points
2C12/C11 from alloy response: 0.76534
2C12/C11 from mean constants: 0.76604
p, squared law with alloy response: 0.554586 nm
p, linear law with alloy response: 0.554638 nm
Mean error, squared law: 7.55e-08 nm
Mean error, linear law: 5.21e-05 nm
Distortion, free alloy + mean constants: 2.1158 %
Distortion, interpolated a0, squared law: 2.2041 %
Distortion, interpolated a0, linear law: 2.2145 %
Si-Si natural, film mean: 0.23517, 0.23497 nm
Si-Ge natural, film mean: 0.24008, 0.23816 nm
Ge-Ge natural, film mean: 0.24500, 0.24112 nm
Mean alloy C11, C12: 154.28, 59.09 GPa
Biaxial modulus: 168.11 GPa
In-plane stress, atoms: -1.9663 GPa
In-plane stress, continuum: -1.9695 GPa
Coherency energy, atoms: 3.0384 meV/atom
Coherency energy, continuum: 3.0431 meV/atom
Film energy, unrelaxed sites: 11.553 meV/atom
Film energy, relaxed sites: 6.439 meV/atom
Slab layers: 40; bulk spacing: 0.138768 nm
Outermost spacing change: 0.1877 %
Second spacing change: -0.0177 %
Slab thickness change, both faces: 4.76e-04 nm
Rough expansion Si: 2.6e-06 per K
Rough expansion Ge: 5.9e-06 per K
Heating above room temperature: 600 K
Thermal change of misfit: 0.0594 %-points
Thermal change / misfit: 5.00 %
Burgers vector length: 0.3840 nm
Isotropic shear modulus: 47.60 GPa
Isotropic Poisson ratio: 0.2769
Estimated dislocation thickness: 7.48 nm
checks complete
```
